# The Kinchin–Pease displacement count from uniform energy sharing

A copper atom struck head-on by a 1000 eV argon ion receives 948 eV. With a displacement threshold of 30 eV, that energy covers the threshold 31.6 times. The Kinchin–Pease formula nevertheless predicts 15.8 displaced atoms, half as many. The factor of one half depends on how collisions divide the energy, and on what happens to pieces too small to displace anything.

## What is counted

Let \(E\) be the kinetic energy of a lattice atom that has just been set in motion, and \(E_d\) the displacement threshold. \(N(E)\) is the mean number of vacancy–interstitial pairs at the end of the cascade, including the pair belonging to the first atom. The model assumes the following.

- Moving atoms collide with one stationary atom of the same kind at a time. Crystal order and direction play no part.
- Every transfer \(T\) between 0 and \(E\) is equally probable.
- No energy goes to electrons, and none is deducted when an atom leaves its site.
- A struck atom leaves its site if \(T\ge E_d\).
- A projectile left with less than \(E_d\) fills the site if the struck atom has left it. Otherwise it stops as an interstitial.
- There is no later recombination, and no surface is near.

The result is

\[
N(E)=\begin{cases}0,&E<E_d,\\ 1,&E_d\le E<2E_d,\\ E/(2E_d),&E\ge 2E_d.\end{cases}\tag{1}
\]

"Uniform sharing" below means that all divisions of the energy are equally probable. If every collision halved the energy, the count would be different, as shown below.

## Why the transfer is uniform for hard spheres

Take a projectile of mass \(m_1\) and speed \(v\), and a target of mass \(m_2\) at rest. Hard, smooth spheres exchange a momentum \(P\) along their line of centres, which makes an angle \(\theta\) with the incoming velocity. Energy conservation reads

\[
\frac{m_1v^2}{2}=\frac{m_1^2v^2-2m_1vP\cos\theta+P^2}{2m_1}+\frac{P^2}{2m_2}.
\]

The term \(m_1v^2/2\) cancels. Dividing the rest by \(P\ne0\) gives

\[
v\cos\theta=\frac P2\left(\frac1{m_1}+\frac1{m_2}\right),\qquad
P=\frac{2m_1m_2}{m_1+m_2}\,v\cos\theta .
\]

The struck atom has energy \(T=P^2/(2m_2)\). With \(E=m_1v^2/2\),

\[
T=\Lambda E\cos^2\theta,\qquad \Lambda=\frac{4m_1m_2}{(m_1+m_2)^2}.\tag{2}
\]

Let \(b\) be the impact parameter divided by the centre distance at contact. Then \(\sin\theta=b\) and \(T=\Lambda E(1-b^2)\). A uniform beam hits equal areas with equal probability, so \(b^2\) is uniform on \([0,1]\), and \(T\) is uniform on \([0,\Lambda E]\). Like atoms have \(\Lambda=1\).

## The plateau and the integral equation

A collision has four possible outcomes.

1. Both atoms have at least \(E_d\). Both go on, and there is one more vacancy.
2. The struck atom has at least \(E_d\), the projectile less. The projectile fills the new vacancy, and the struck atom goes on in its place.
3. The projectile has at least \(E_d\), the struck atom less. The struck atom stays, and the projectile goes on.
4. Both have less than \(E_d\). The projectile stops as an interstitial.

For \(E_d\le E<2E_d\), outcome 1 is impossible, because it needs \(2E_d\). Outcomes 2 and 3 leave one moving atom and one unpaired vacancy, as before. Outcome 4 completes the pair. The final number is therefore one, whatever the sequence of collisions, which proves the plateau in (1).

For \(E\ge2E_d\), outcome 4 is impossible, because two energies below \(E_d\) cannot add up to \(E\). In the other three outcomes the final count is \(N(T)+N(E-T)\) on average, with \(N=0\) for a part below \(E_d\). Averaging over the uniform transfer gives

\[
N(E)=\frac1E\int_0^E\left[N(T)+N(E-T)\right]dT .
\]

The substitution \(T\to E-T\) shows that the two terms have equal integrals, so

\[
E\,N(E)=2\int_0^E N(T)\,dT,\qquad E\ge2E_d.\tag{3}
\]

At \(E=2E_d\) the integral covers only the region below \(E_d\), where \(N=0\), and the plateau, where \(N=1\). Hence \(2E_dN(2E_d)=2E_d\), and \(N(2E_d)=1\).

Above \(2E_d\) the integral in (3) is a continuous function of its upper limit. \(N\) is therefore continuous there, and the integral can be differentiated:

\[
N+E\frac{dN}{dE}=2N
\quad\Longrightarrow\quad
E\frac{dN}{dE}=N
\quad\Longrightarrow\quad
\frac{d}{dE}\left(\frac NE\right)=0 .
\]

So \(N/E\) keeps its value at \(2E_d\), which is \(1/(2E_d)\). This is the third line of (1).

## Where the other half of the energy goes

Take \(E\ge2E_d\), and let \(n(e)\,de\) be the mean number of atoms that appear after some collision with energy between \(e\) and \(e+de\), for \(E_d\le e<E\). A collision at energy \(e'\) produces two atoms, each with probability density \(1/e'\). Adding the first collision and all later ones,

\[
n(e)=\frac2E+\int_e^E\frac2{e'}\,n(e')\,de' .
\]

Differentiation gives \(dn/de=-2n/e\), with \(n(E)=2/E\). The solution is \(n(e)=2E/e^2\).

An atom with \(e<2E_d\) stops in its next collision if both parts are below \(E_d\), that is, if \(e-E_d<T<E_d\). The probability is \((2E_d-e)/e\). The energy released in these final collisions is therefore

\[
\int_{E_d}^{2E_d}\frac{2E}{e^2}\,\frac{2E_d-e}{e}\,e\,de
=2E\int_{E_d}^{2E_d}\left(\frac{2E_d}{e^2}-\frac1e\right)de
=2E(1-\ln2).
\]

Division by \(N=E/(2E_d)\) gives \(4(1-\ln2)E_d\) per pair. Since the whole energy is \(2E_d\) per pair, the remaining \((4\ln2-2)E_d\) is lost earlier, in outcomes 2 and 3, as pieces below the threshold. The final collision thus takes more than \(E_d\), and the small pieces take the rest. In this model \(2E_d\) is the mean energy spent per pair, while \(E_d\) remains the condition for leaving a site.

## Literal halving gives a staircase

Suppose instead that every collision gives each atom half the energy. After \(k\) generations there are \(2^k\) atoms of energy \(E/2^k\). Multiplication ends when this energy lies between \(E_d\) and \(2E_d\), and each atom then contributes one pair. For \(E\ge E_d\),

\[
N_{\rm half}(E)=2^k,\qquad 2^k\le\frac E{E_d}<2^{k+1}.
\]

It follows that \(E/(2E_d)<N_{\rm half}\le E/E_d\). At \(E=3.9E_d\) the staircase gives 2, close to the 1.95 of (1). At \(4E_d\) it jumps to 4, twice the value of (1). Halving wastes nothing when \(E/E_d\) is a power of two.

## The coefficient for other sharing laws

Real collisions favour small transfers, so an implementer needs to know how far the factor one half can be trusted. Let \(x=T/E\) have a probability density \(w(x)\) independent of \(E\), and write \(y=E/E_d\), with \(N\) now a function of \(y\). For all \(y\ge1\), the four outcomes give

\[
N(y)=\int_0^1w(x)\left[N(xy)+N((1-x)y)\right]dx+Q(y).\tag{4}
\]

\(Q\) is the probability of outcome 4, which adds one pair. It is the integral of \(w\) from \(1-1/y\) to \(1/y\) for \(1\le y<2\), and zero for \(y\ge2\).

Define \(u=N/y\) and \(F(L)=\int_1^L u(y)\,dy/y\), with \(F=0\) for \(L<1\). Divide (4) by \(y\), then integrate over \(dy/y\) from 1 to \(L\ge2\). Because \(N(xy)/y=x\,u(xy)\) and \(u=0\) below \(y=1\), the first term in the bracket becomes \(xF(xL)\). The second becomes \((1-x)F((1-x)L)\). Energy conservation, \(x+(1-x)=1\), allows \(F(L)\) on the left to be split in the same proportions:

\[
\int_0^1 w\left\{x[F(L)-F(xL)]+(1-x)[F(L)-F((1-x)L)]\right\}dx
=\int_1^2\frac{Q(y)}{y^2}dy .\tag{5}
\]

On the right, put \(s=1/y\). The integral becomes

\[
\int_{1/2}^1ds\int_{1-s}^{s}w(x)\,dx=\int_0^1w(x)\min(x,1-x)\,dx,
\]

since a given \(x\) is included for \(s\) between \(\max(x,1-x)\) and 1, an interval of length \(\min(x,1-x)\).

If \(u\) tends to a constant \(C\) at high energy, then \(F(L)-F(xL)\to-C\ln x\). Equation (5) becomes

\[
N\to C\frac E{E_d},\qquad
C=\frac{\int_0^1w\min(x,1-x)\,dx}{\int_0^1w\left[-x\ln x-(1-x)\ln(1-x)\right]dx}.\tag{6}
\]

A constant factor in \(w\) cancels. The coefficient has an upper bound. The function \(-x\ln x-(1-x)\ln(1-x)\) is concave, symmetric about \(x=1/2\) and zero at \(x=0\), so the ratio of \(\min(x,1-x)\) to it is largest at \(x=1/2\). Hence \(C\le1/(2\ln2)=0.721\) for every \(w\), the value met below for halving. The ratio tends to zero as \(x\to0\), so there is no positive lower bound. Four examples follow.

**Uniform sharing.** For \(w=1\) the numerator is \(1/4\). The denominator is \(-2\int_0^1x\ln x\,dx=1/2\). Hence \(C=1/2\), in agreement with (1), where the law already holds from \(2E_d\).

**Sharing near the middle.** For \(w=6x(1-x)\), symmetry gives the numerator \(12\int_0^{1/2}x^2(1-x)\,dx=5/16\). The denominator is \(-12\int_0^1x^2(1-x)\ln x\,dx=12(1/9-1/16)=7/12\). Hence \(C=15/28=0.536\).

**Halving.** Here \(u\) has no limit, because the staircase repeats in every octave. Equation (5) still applies, and gives \(F(L)-F(L/2)=1/2\). The average of \(u\) over an octave, taken uniformly in \(\ln E\), is \(1/(2\ln2)=0.721\).

**Soft collisions.** Take \(w\propto1/x\), first cut off at a small \(x\). Both integrals in (6) remain finite when the cut is removed. The numerator is

\[
\int_0^{1/2}dx+\int_{1/2}^1\left(\frac1x-1\right)dx=\ln2 .
\]

The denominator is

\[
-\int_0^1\ln x\,dx-\int_0^1\frac{\ln(1-x)}x\,dx+\int_0^1\ln(1-x)\,dx
=1+\frac{\pi^2}6-1=\frac{\pi^2}{6},
\]

where the middle integral follows from \(-\ln(1-x)/x=\sum_{n\ge1}x^{n-1}/n\), whose integral is \(\sum1/n^2\). Thus \(C=6\ln2/\pi^2=0.421\). The still softer weight \(x^{-5/4}\) gives 0.372 by numerical quadrature of (6).

A count proportional to energy is thus compatible with many sharing laws. The coefficient depends on the law: it is one half for uniform sharing, and smaller for the two soft weights tried here, so that each pair then costs more than \(2E_d\) on average.

## Worked example: argon on a copper target

The masses are 39.95 u for argon and 63.55 u for copper. Equation (2) gives

\[
\Lambda=\frac{4(39.95)(63.55)}{(103.50)^2}=0.948 .
\]

A 1000 eV ion can therefore give a copper atom at most \(T_m=948\) eV (\(1.52\times10^{-16}\) J). With the rough threshold \(E_d=30\) eV,

\[
N(T_m)=\frac{948}{2\times30}=15.8 .
\]

This is a mean. A Monte Carlo simulation that draws each transfer uniformly and applies the four outcomes gives a standard deviation of 1.5 between single cascades. Independent random events with the same mean would have \(\sqrt{15.8}\approx4.0\). The spread is smaller because a split into two parts that both exceed \(2E_d\) does not change the expected total: \(T/(2E_d)+(E-T)/(2E_d)=E/(2E_d)\). Only splits with a part below \(2E_d\) add to the variance.

Most first hits are not head-on. If the ion and the atom are treated as hard spheres, the first recoil energy is uniform on \([0,T_m]\). For \(T_m\ge2E_d\), equation (3) gives its mean count directly:

\[
\frac1{T_m}\int_0^{T_m}N(T)\,dT=\frac{N(T_m)}2=\frac{T_m}{4E_d}=7.9 .
\]

This is the hard-sphere yield of one hit. Real ion–atom collisions favour small transfers, which makes the mean yield of a hit lower. The ion keeps the rest of its energy and can strike again, so 7.9 is not the total per ion.

## How far a real target departs from the model

The estimates below are for the 948 eV recoil. They use published fits and rough inputs that the derivation does not need.

**Electronic loss.** In Robinson's fit to the Lindhard energy partition, the energy left for atomic collisions is

\[
T_{\rm dam}=\frac{T_m}{1+kg},\qquad g=3.4008\,\eta^{1/6}+0.40244\,\eta^{3/4}+\eta .
\]

For like atoms of atomic number \(Z\) and mass \(A\) in u, \(k=0.1337Z^{2/3}A^{-1/2}\). The reduced energy is \(\eta=aT_m/[2Z^2e^2/(4\pi\varepsilon_0)]\), with \(a=0.8853a_0/(\sqrt2Z^{1/3})\) and \(a_0\) the Bohr radius. For copper, \(Z=29\), these give \(\eta=0.0042\), \(k=0.158\) and \(g=1.378\), so \(T_{\rm dam}=778\) eV. On this fit the loss is 18% of the recoil energy, and the count falls to \(778/60=13.0\). The fit assumes an electronic stopping proportional to velocity, which is uncertain at such low energies, so the 18% is only a rough value.

**Soft scattering.** Replacing \(C=1/2\) by 0.421 as well gives \(0.421\times778/30=10.9\). This assumes that the two corrections act independently, that the high-energy coefficient applies at this energy, and that the weight \(1/x\) describes copper–copper collisions down to the threshold. Near the threshold the atomic spacing limits the impact parameter and removes the softest collisions, which can move the coefficient back towards one half.

**Recombination.** Many pairs formed close together in a cascade disappear within it. With a rough surviving fraction of 0.3, about 3 of the 11 pairs remain. Of the corrections to the count estimated here, this one changes it by the largest factor.

**Energy spent on leaving a site.** If every atom displaced after the first starts with \(T-4\) eV instead of \(T\), the same Monte Carlo simulation gives 14.9 pairs, about 6% below 15.8. The 4 eV is a round value.

**Direction.** The threshold of a crystal depends on direction. A rough low value of 20 eV, used for all directions, would raise the count from 15.8 to 23.7. This change is larger than that from the electronic loss estimated above.

**Temperature.** At 400 K, \(k_BT=0.034\) eV, about a thousandth of \(E_d\). In an elastic collision, the thermal velocity of the struck atom along the line of centres enters its final velocity with the factor \((m_2-m_1)/(m_1+m_2)\). For an atom given about \(E_d\), this spreads the energy by \(\sqrt{2E_dk_BT}\,|m_2-m_1|/(m_1+m_2)\), with \(\sqrt{2E_dk_BT}=1.4\) eV. The spread is about 0.3 eV for argon on copper. For like atoms the first-order term vanishes and only a spread of order \(k_BT\) remains. The mean energy hardly changes. This estimate leaves out the thermal displacement of the neighbouring atoms, which can alter the threshold itself. The later migration of defects is a separate matter, which this estimate does not cover.

**The surface.** The universal nuclear stopping formula gives the energy loss per unit path as \(d^{-3}\pi a_u^2E_s\,s(q)\). Here \(d=0.228\) nm is the cube root of the volume per atom, \(a_u=0.8854a_0/(2Z^{0.23})\), \(E_s=2Z^2e^2/(4\pi\varepsilon_0a_u)\), \(q=E/E_s\), and

\[
s(q)=\frac{\ln(1+1.1383q)}{2\left(q+0.01321q^{0.21226}+0.19593\sqrt q\right)} .
\]

At 948 eV the loss is about 790 eV/nm. Numerical integration of its reciprocal from \(2E_d\) to \(T_m\) gives a path of 1.8 nm, or about \(8d\). This treats the slowing down as continuous. Like atoms lose energy in large single steps, so individual paths scatter widely, and deflections make the depth reached shorter than the path. At normal incidence the head-on recoil itself moves inward, but later collisions can turn part of its cascade back. If the cascade starts in the first few layers, some of these atoms can reach the surface and escape instead of becoming interstitials. Equation (1) counts displacements in the bulk; it is not a sputtering yield.

## Use in a code

Apply (1) to each atom that the ion itself sets in motion, not to the ion, whose mass and collision law differ. Do not apply it again to atoms struck later in the same cascade, because (1) already includes them. If electronic loss is included, use \(T_{\rm dam}\) in place of \(E\) in all three branches. This is a practical prescription; the derivation above contains no such loss. It also moves the onset of damage: with the fit above and \(E_d=30\) eV, a copper recoil needs about 34 eV before it counts as one pair. Keep the plateau: when the energy used in (1) is just above \(E_d\), the linear expression would give about one half, whereas the model gives one pair.

The formula returns a mean, so it need not be an integer. Rounding each recoil separately can bias a sum over many recoils. If a surviving fraction is applied, first make sure that the chosen coefficient or effective threshold has not already been fitted to surviving defects. Otherwise recombination is counted twice.

Close to the threshold, the picture of separate two-body collisions is itself doubtful, because a slow atom interacts with several neighbours at once. The sharp step at \(E_d\) and the kink at \(2E_d\) are properties of the model and should not be read as features of a real crystal.
